# Residual Polarization of Negative Muons: Large-Orbit Limit and First Correction

## What the cascade does to the spin signal

Suppose a fully polarized beam of negative muons stops in a target and the spin signal is interpreted as if the muons reached the 1s orbit fully polarized. For a spinless nucleus and typical starting orbits, the expected signal is then too large by a factor of about five or six. If the missing part is blamed on the target, a magnetic interaction is inferred that need not exist. Most of the loss happens earlier, while the muon falls through its atomic levels and spin-orbit coupling shares its spin direction with an orbit that points nowhere in particular.

We calculate the fraction $R(L)$ of the polarization at capture that survives to 1s, for a muon starting in orbital angular momentum $L$. The large parameter is $L$. The result is

$$R(L)=\frac{\pi^2-8}{12}+\frac{1}{3L}+O(L^{-2}),\qquad \frac{\pi^2-8}{12}\approx0.156 .$$

"About one sixth" is thus an estimate, not a law. A nuclear spin reduces the polarization further.

Hartree atomic units are used, $m$ is the muon mass in electron masses, and $\alpha$ is the fine-structure constant. The nucleus is a heavy point charge $Z$, and the muon $g$ factor is 2. There is no external field, no polarized electron shell and no depolarization before capture. Polarizations are fractions of the value at capture.

## When the spin-orbit doublet is resolved

The spin-orbit energy is $(\alpha^2Z/2m^2)\langle r^{-3}\rangle\,\mathbf L\cdot\mathbf S$. The levels $j=l\pm\frac12$ have $\mathbf L\cdot\mathbf S=l/2$ and $-(l+1)/2$, which differ by $l+\frac12$. With $\langle r^{-3}\rangle=(mZ)^3/[n^3l(l+\frac12)(l+1)]$ the splitting is

$$\Delta=\frac{\alpha^2mZ^4}{2n^3l(l+1)} .$$

For a circular level, $l=n-1$, the radiative width is

$$\Gamma=\frac43\alpha^3\omega^3\frac{l}{2l+1}\mathcal R^2 ,$$

where $\omega$ is the transition energy and $\mathcal R$ the radial dipole integral to the next circular level. At large $n$, $\omega\to mZ^2/n^3$ and $l/(2l+1)\to\frac12$. The two radial functions have width of order $n^{3/2}/(mZ)$ but are displaced by only about $2n/(mZ)$, so they overlap almost fully and $\mathcal R\to n^2/(mZ)$. Hence

$$\Gamma\to\frac{2\alpha^3mZ^4}{3n^5},\qquad \Delta\to\frac{\alpha^2mZ^4}{2n^5},\qquad \frac{\Delta}{\Gamma}\to\frac{3}{4\alpha}\approx103 .$$

Both $Z$ and $m$ cancel. The ratio is 110 for 2p and 103 for $n=14$, $l=13$.

The part of the spin that depends on coherence between the two $j$ oscillates as $\cos\Delta t$. Averaged over the emission time it is multiplied by

$$\int_0^\infty\Gamma e^{-\Gamma t}\cos\Delta t\,dt=\frac{1}{1+(\Delta/\Gamma)^2},$$

about $8\times10^{-5}$ in 2p. The out-of-phase part of the coherence is of relative size $\Gamma/\Delta$, about one percent. We drop both and keep the two $j$ populations separately.

In high levels electron ejection, the Auger process, can make the widths much larger. A hidden doublet is not enough to protect the spin, because small rotations in successive levels add up. If the widths are so large that even the total rotation is small, almost nothing is lost there: a dipole step acts on the orbit alone and leaves an isotropic orbit isotropic. If the doublet is then well resolved from some level downward, $L$ means that level. A gradual change between the two limits is not covered by the formula.

## The polarization carried by each branch

At capture all $2L+1$ orbital orientations are taken as equally likely, and the muon spin points along $z$:

$$\rho=\frac{1}{2L+1}\left(\frac12+S_z\right).$$

The branch $j$ has probability $(2j+1)/[2(2L+1)]$, that is

$$w_+=\frac{L+1}{2L+1},\qquad w_-=\frac{L}{2L+1}.$$

Within one $j$, the projection theorem replaces $S_z$ by $g_jJ_z$, where

$$g_j=\frac{\mathbf S\cdot\mathbf J}{j(j+1)}=\frac{j(j+1)+\frac34-L(L+1)}{2j(j+1)}=\pm\frac1{2L+1}.$$

The trace of $J_z^2$ over the level is $j(j+1)(2j+1)/3$. Dividing the trace of $\rho J_z$ in the branch by the branch probability gives

$$\langle J_z\rangle=\frac{2g_j\,j(j+1)}{3},\qquad \langle J_z\rangle_+=\frac{2L+3}{6},\qquad \langle J_z\rangle_-=-\frac{2L-1}{6}.$$

The useful quantity is $v=\langle J_z\rangle/j$:

$$v_+=\frac{2L+3}{3(2L+1)},\qquad v_-=-\frac13 .$$

In the lower branch the spin is opposed to $\mathbf J$, hence the minus sign. In 1s, $j=\frac12$ and $v=2\langle S_z\rangle$ is the polarization itself.

If the muon stayed in this level, its mean polarization would be $\sum w\,2g_j\langle J_z\rangle$:

$$G(L)=\frac{(L+1)(2L+3)+L(2L-1)}{3(2L+1)^2}=\frac13\left[1+\frac{2}{(2L+1)^2}\right].$$

One resolved level therefore leaves about a third. The way down decides what becomes of it.

## One dipole step

Let the muon go from $j$ to $j'$ by emitting an unobserved dipole photon. The photon carries angular momentum $\mathbf K$ with $K^2=2$, and rotational invariance requires $\mathbf J'+\mathbf K$ to form the original state $j$. The projection theorem gives

$$\frac{\langle J'_z\rangle}{\langle J_z\rangle}=\frac{\mathbf J'\cdot\mathbf J}{j(j+1)}=\frac{j'(j'+1)+j(j+1)-2}{2j(j+1)} .$$

An Auger step in the dipole approximation with unpolarized electrons obeys the same rule, since the ejected electron and the hole together carry one unit. Two cases are needed:

- For $j'=j-1$ the numerator is $2(j^2-1)$ and the ratio is $(j-1)/j$, so $v$ is conserved.
- For $j'=j$ the ratio is $1-1/[j(j+1)]$, and $v$ is multiplied by it.

The branching follows from the same theorem applied to the orbit. For $l\to l-1$ the orbital vector is multiplied by

$$\frac{l(l+1)+(l-1)l-2}{2l(l+1)}=\frac{l-1}{l},$$

and the spin is untouched, so the mean of $\mathbf L\cdot\mathbf S$ is multiplied by $(l-1)/l$. From the upper branch, $l/2$ becomes $(l-1)/2$. This is the largest value possible in $l-1$, so the upper branch feeds only the upper branch.

From the lower branch, $-(l+1)/2$ becomes $-(l^2-1)/(2l)$. If a fraction $q_l$ crosses to the upper branch,

$$q_l\frac{l-1}{2}-(1-q_l)\frac l2=-\frac{l^2-1}{2l}
\;\Rightarrow\; q_l\frac{2l-1}{2}=\frac1{2l}
\;\Rightarrow\; q_l=\frac1{l(2l-1)} .$$

For $l=1$ this gives $q_1=1$: the muon in $p_{1/2}$ must go to $s_{1/2}$, which we count as the upper branch. Every muon that starts in the lower branch therefore crosses exactly once.

## Summing the cascade

The upper branch carries $v_+$ unchanged to 1s and contributes

$$A=w_+v_+=\frac{(L+1)(2L+3)}{3(2L+1)^2}.$$

For the lower branch we need the probability of crossing at the step $l\to l-1$. Since

$$1-q_k=\frac{2k^2-k-1}{k(2k-1)}=\frac{2k+1}{2k-1}\,\frac{k-1}{k},$$

the survival product telescopes:

$$\prod_{k=l+1}^{L}(1-q_k)=\frac{2L+1}{2l+1}\,\frac lL .$$

Multiplying by $q_l$ and by $w_-=L/(2L+1)$ removes all dependence on $L$:

$$c_l=\frac{L}{2L+1}\,\frac{(2L+1)\,l}{(2l+1)L}\,\frac{1}{l(2l-1)}=\frac1{4l^2-1}.$$

At the crossing $j=j'=l-\frac12$ and $j(j+1)=(4l^2-1)/4$, so $v$ is multiplied by $1-4c_l$. It starts from $-\frac13$ and is conserved before and after. The contribution is

$$B=-\frac13\sum_{l=1}^{L}c_l(1-4c_l).$$

From $c_l=\frac12[1/(2l-1)-1/(2l+1)]$ we have $\sum_{l=1}^Lc_l=L/(2L+1)$. The terms without $c_l^2$ combine to

$$\frac{(L+1)(2L+3)-L(2L+1)}{3(2L+1)^2}=\frac{4L+3}{3(2L+1)^2},$$

and the result is

$$\boxed{R(L)=\frac{4L+3}{3(2L+1)^2}+\frac43\sum_{l=1}^{L}\frac1{(4l^2-1)^2}}$$

For $L=0$ nothing is lost and $R=1$. For $L=1$ the terms are $7/27+4/27=11/27\approx0.407$. Direct propagation of the density matrix, with orbit and spin written out explicitly, reproduces the formula for $L=0$ to 8, 13 and 30.

## The limit and the first correction

Squaring the partial fractions gives

$$c_l^2=\frac14\left[\frac1{(2l-1)^2}+\frac1{(2l+1)^2}-2c_l\right].$$

The sum of $1/(2l-1)^2$ over all $l\ge1$ is $\pi^2/8$, the sum of $1/(2l+1)^2$ is $\pi^2/8-1$, and $\sum c_l=\frac12$. Therefore

$$\sum_{l=1}^\infty c_l^2=\frac14\left(\frac{\pi^2}{4}-2\right)=\frac{\pi^2-8}{16},\qquad R(\infty)=\frac{\pi^2-8}{12}\approx0.1558 .$$

For finite $L$ two pieces are left. The missing tail of the sum has terms near $1/(16l^4)$, so it is of order $L^{-3}$. The rational term, with $N=2L+1$, is

$$\frac{2N+1}{3N^2}=\frac{2}{3N}+\frac1{3N^2}
=\left(\frac1{3L}-\frac1{6L^2}\right)+\frac1{12L^2}+O(L^{-3}).$$

Hence

$$R(L)=\frac{\pi^2-8}{12}+\frac1{3L}-\frac1{12L^2}+O(L^{-3}).$$

At $L=13$ the first two terms give $0.1558+0.0256=0.1814$, and the third lowers this to 0.1809, the value of the full formula to four digits. At $L=2$ the first two terms give 0.322 against 0.301, an error of 7 percent of the full value.

The figure one sixth has a simple origin. As $L\to\infty$ the upper branch holds half the muons with $v_+=\frac13$, so $A\to\frac16$. The lower branch nearly cancels itself. Crossing at the last step, $l=1$, reverses the sign of $v$ and contributes $+1/27\approx0.037$. Earlier crossings keep the negative sign and contribute $-0.048$. The sum is $B\to-0.011$.

The correction $1/(3L)$ is not small for real starting orbits. $R$ first falls to one sixth or below at $L=31$, in agreement with $1/(3L)=0.01087$, which gives $L\approx30.7$.

## A spread of starting orbits

If capture fills a shell $n$ statistically, $l$ has probability $(2l+1)/n^2$. The rational term of $R(l)$, multiplied by $2l+1$, is $\frac23+\frac13(2l+1)^{-1}$. Summing over the $n$ values of $l$ and dividing by $n^2$ gives $2/(3n)$ plus a term of order $(\ln n)/n^2$. The tails of the sum, weighted by $2l+1$, add only order $1/n^2$. Thus

$$\overline R(n)=\frac{\pi^2-8}{12}+\frac{2}{3n}+O\!\left(\frac{\ln n}{n^2}\right).$$

A natural scale for $n$ is the shell in which the muon orbit is as large as the electron 1s orbit: $n^2/(mZ)=1/Z$, so $n=\sqrt m=14.4$. For $n=14$ the two leading terms give $0.1558+0.0476=0.2034$, and the full average of $R(l)$ is 0.206.

This average still assumes that each step lowers $l$ by one. A hydrogenic radiative cascade from the same shell with all dipole transitions, including $l\to l+1$, gives 0.203 if muons ending in 2s are taken to keep their spin. The simple rule thus costs about 2 percent of the result here. Auger rates would weight the steps differently and are not included in that comparison.

## Nuclear spin acting in 1s

Let the nucleus have spin $I$ and be unpolarized when the muon arrives with polarization $P$. The hyperfine interaction couples the muon spin to $I$, giving $F=I\pm\frac12$. This is the capture problem again with $L$ replaced by $I$. When the two levels are resolved, the mean polarization is

$$P\,G(I)=\frac P3\left[1+\frac2{(2I+1)^2}\right].$$

The factor is $\frac12$ for $I=\frac12$ and tends to $\frac13$ for large $I$.

For a positive nuclear moment the level $F=I+\frac12$ lies higher, as in hydrogen. It can pass to $F=I-\frac12$ by ejecting an electron while the muon spin flips. With unpolarized electrons this transfers one unit of angular momentum, so $\langle F_z\rangle$ is multiplied by $(F-1)/F=(2I-1)/(2I+1)$. Adding the muons already in the lower level,

$$\langle F_z\rangle=P\,\frac{2I-1}{6(2I+1)}\left[\frac{(I+1)(2I+3)}{2I+1}-I\right]
=P\,\frac{(2I-1)(4I+3)}{6(2I+1)^2}.$$

In the lower level the muon polarization is $-2\langle F_z\rangle/(2I+1)$, so the factor after complete conversion is

$$C(I)=-\frac{(2I-1)(4I+3)}{3(2I+1)^3}.$$

It vanishes for $I=\frac12$, because a level with $F=0$ has no direction, and tends to $-1/(3I)$ for large $I$.

## Muonic aluminium

Take $Z=13$, $I=\frac52$ and a nuclear moment of roughly 3.6 nuclear magnetons. From $3/(4\alpha)=102.8$ we have $\alpha=0.00730$, and the 2p fine-structure splitting is

$$\Delta_{2p}=\frac{mZ^4\alpha^2}{32}=\frac{206.8\times28561\times(0.00730)^2}{32}\approx9.8\ \text{hartree}.$$

The radiative width is 0.0895 hartree, smaller by the factor 110.

The magnetic coupling of the nucleus to a muon with $l>0$ is proportional to $\langle r^{-3}\rangle\,\mathbf I\cdot\mathbf N$, where $\mathbf N=\mathbf L-\mathbf S+3\mathbf n(\mathbf S\cdot\mathbf n)$ and $\mathbf n$ is the unit vector to the muon. Since $\mathbf n\cdot\mathbf L=0$ and $(\mathbf S\cdot\mathbf n)^2=\frac14$,

$$\mathbf N\cdot\mathbf J=L^2-S^2+\tfrac34=l(l+1),$$

and $\mathbf N$ acts as $\mathbf J\,l(l+1)/[j(j+1)]$. With $M$ the proton mass and $g$ the moment in nuclear magnetons divided by $I$, the coefficient of $\mathbf I\cdot\mathbf J$ is

$$a=\frac{\alpha^2g}{2Mm}\langle r^{-3}\rangle\frac{l(l+1)}{j(j+1)} .$$

For $j=\frac12$ the splitting is $(I+\frac12)a$. In $2p_{1/2}$ it is about 0.65 hartree, or $0.65/0.0895\approx7.3$ widths. The nucleus therefore already acts on the muon in 2p. In $2p_{3/2}$ the constant $a$ is five times smaller and the magnetic gaps are only 1 to 2 widths. There the levels are resolved mainly by the quadrupole coupling, which for a quadrupole moment near 0.15 barn gives gaps of about 4 to 8 widths.

In 1s the contact interaction replaces $\langle r^{-3}\rangle\,l(l+1)/[j(j+1)]$ by $(8\pi/3)|\psi(0)|^2=\frac83(mZ)^3$. In $2p_{1/2}$ the same quantity is $\frac83(mZ)^3/24$. The 1s splitting is thus 24 times larger, about 16 hartree or 430 eV. Finite nuclear size, left out here, lowers it. The splitting remains vastly larger than the decay width of a muon that lives for about a microsecond.

Start with the statistical $n=14$ average, 0.2063. It assumes radiative widths only. If the electron K and L shells stay filled, a hydrogenic estimate puts the Auger width at hundreds to thousands of radiative widths for $n\ge8$. The doublet is then resolved only from $n\approx6$ down, the starting value rises to about 0.22, and hyperfine levels at large $l$ cannot be resolved. If the nucleus acts in 1s only, $G(\frac52)=0.3519$ and $C(\frac52)=-0.0802$ give

$$0.2063\times0.3519=0.073,\qquad 0.2063\times(-0.0802)=-0.017 .$$

If hyperfine levels are also resolved higher up, the density matrix with the nuclear spin included gives:

| $F$ resolved for | before conversion | after conversion |
|---|---:|---:|
| $l=0$ | 0.073 | −0.017 |
| $l\le1$ | 0.066 | −0.032 |
| $l\le4$ | 0.040 | −0.031 |
| all $l\le13$ | 0.039 | −0.030 |

Before conversion, the excited levels can remove nearly half of what the 1s coupling alone would leave. After conversion, the magnitude in the other three rows is larger than in the 1s-only case.

The printed values show part of the reason. Let $a_3$ and $a_2$ be the contributions of $F=3$ and $F=2$ to $\langle F_z\rangle$ before conversion. The polarizations before and after are

$$p=\frac{a_3-a_2}{3},\qquad p'=-\frac13\left(\frac23a_3+a_2\right),$$

so $a_3+a_2=(3p-18p')/5$. We insert the four-digit values of the numerical output. With the nucleus acting in 1s only this is 0.103, half of 0.206, as it must be when only the muon spin brings angular momentum into 1s. With $F$ resolved also in $l=1$ it is 0.154. More angular momentum along $z$ thus reaches 1s. In 1s the muon spin contributes $\langle S_z\rangle=p/2$ and the nucleus the rest, so before conversion $\langle I_z\rangle$ is $0.103-0.036=0.067$ in the first case and $0.154-0.033=0.121$ in the second. The excess is therefore in the nuclear spin, which in $l=1$ is coupled to $\mathbf J$, and so to the orbit as well as to the muon spin.

These rows are idealized cases, neither bounds nor a prediction for a measurement. A point-nucleus estimate with magnetic and quadrupole couplings and the finite widths of the circular levels gives about 0.03 to 0.04 before conversion and −0.03 to −0.04 after it, partly outside the table. Magnetic and quadrupole splittings, compared with the radiative and Auger widths, decide which excited levels are resolved, and the conversion rate decides how far the sign has changed at the time of observation. An external field strong enough to compete with the couplings, a preferred orbital direction at capture, or an unpaired electron spin would also change the values. In the four cases of the table, aluminium keeps between 4 and 7 percent of the initial polarization before conversion, and 2 to 3 percent with reversed sign after it. Other choices of resolved levels can give values outside these ranges: $F$ resolved for $l\le2$ gives 0.050 before conversion and −0.038 after it. The numerical output below gives the values to more digits.

## Values computed for the example and the checks

```
Polarizations are fractions of the value at capture (no unit)
R(L) spinless nucleus, L=0: 1.0000
R(L) spinless nucleus, L=1: 0.4074
R(L) spinless nucleus, L=2: 0.3007
R(L) spinless nucleus, L=5: 0.2190
R(L) spinless nucleus, L=10: 0.1883
R(L) spinless nucleus, L=13: 0.1809
R(L) spinless nucleus, L=30: 0.1668
R limit for large L, (pi^2-8)/12: 0.15580
upper-branch share for large L, 1/6: 0.16667
lower-branch share for large L: -0.01087
upper-branch share, L=13: 0.1856
lower-branch share, L=13: -0.0047
smallest L with R(L) <= 1/6: 31
fine splitting / radiative width, 2p: 109.8
fine splitting / radiative width, n=14 l=13: 102.8
large-n value 3/(4 alpha): 102.8
surviving j coherence in 2p: 8.30e-05
muon mass: 206.768 electron masses
square root of muon mass ratio: 14.38
statistical l at n=14, steps l->l-1 only: 0.2063
statistical l at n=14, all radiative steps: 0.2027
Al input: Z=13, I=2.5, rough moment=3.6 mu_N
Al 2p fine splitting: 9.827 hartree
Al 2p radiative width: 0.0895 hartree
Al 2p1/2 magnetic hyperfine splitting: 0.654 hartree
Al 2p1/2 hyperfine splitting / width: 7.3
Al 1s hyperfine splitting, point nucleus: 15.7 hartree
  the same: 427 eV
factor G(5/2), both F levels: 0.3519
factor C(5/2), after conversion: -0.0802
factor G(1/2): 0.5000
factor C(1/2): 0.0000
Al, F resolved for l<=0: before conversion 0.0726
Al, F resolved for l<=0: after conversion -0.0166
Al, F resolved for l<=1: before conversion 0.0658
Al, F resolved for l<=1: after conversion -0.0318
Al, F resolved for l<=4: before conversion 0.0397
Al, F resolved for l<=4: after conversion -0.0310
Al, F resolved for l<=13: before conversion 0.0388
Al, F resolved for l<=13: after conversion -0.0295
```
